# Clamped and unclamped electro-optic tensor with PAW augmentation dipoles

## One axis, one ion

Take a crystal with one relevant axis, in which one ion can move by \(u\) against a spring of stiffness \(K\). A static field \(E\) pulls on its effective charge \(Z\), so the ion settles at \(u=ZE/K\). Light passing through sees the susceptibility \(\chi(E,u)\) of the electrons alone, because the ion is too heavy to follow the optical field. In Hartree atomic units the optical permittivity is \(\varepsilon=1+4\pi\chi\), and

\[
\frac{d}{dE}\frac1\varepsilon=-\frac{4\pi}{\varepsilon^2}\left[\frac{\partial\chi}{\partial E}+\frac{\partial\chi}{\partial u}\frac{Z}{K}\right].
\]

The first term is the distortion of the electron cloud at fixed ion. The second says that the field moves the ion and the moved ion changes the refraction. If the crystal can also stretch, strain adds a third term of the same kind. The general tensor has these three parts.

## Conventions

The electro-optic tensor is \(r_{ijk}=dB_{ij}/dE_k\), with \(B=\varepsilon^{-1}\) and \(E\) the static macroscopic field. Repeated indices are summed unless a formula is written in principal axes. The light has a frequency far above the phonons and far below the electronic gap, and absorption is neglected. "Clamped" means fixed strain with free ions; fixing the ions as well leaves the electronic part. The superscript \(\eta\) marks fixed strain and \(\sigma\) zero stress.

At fixed geometry \(P_i=P^0_i+\chi_{ij}E_j+\chi^{(2)}_{ijk}E_jE_k\), with \(\chi^{(2)}\) symmetric in its indices in this low-frequency electronic limit. A small optical field therefore sees

\[
\frac{\partial P_i}{\partial E_j}=\chi_{ij}+2\chi^{(2)}_{ijk}E_k ,
\]

where the 2 comes from the two field factors.

Ion displacements are \(u_a\), where \(a\) stands for ion and direction, with masses \(M_a\). Independent strains are \(\eta_s\), with shears counted as \(2\eta_{xy}\). Rigid translation is left out. Let \(F\) be the electric enthalpy per cell of volume \(\Omega\), and let \(A\) run over ions and strains, \(X_A=(u_a,\eta_s)\). At the reference state

\[
K_{AB}=\frac{\partial^2F}{\partial X_A\partial X_B},\qquad Z_{Ak}=-\frac{\partial^2F}{\partial X_A\partial E_k}.
\]

For strain one must say what is held fixed. Electrodes fix the voltage, that is \(\bar{\mathbf E}=(1+\eta)^T\mathbf E\), which equals \(\mathbf E\) at zero strain. The coupling is then

\[
-\Omega_\eta\mathbf P\cdot\mathbf E=-\Omega\,\bar{\mathbf P}\cdot\bar{\mathbf E},\qquad \bar{\mathbf P}=\det(1+\eta)\,(1+\eta)^{-1}\mathbf P,
\]

where \(\Omega_\eta=\Omega\det(1+\eta)\). The polarization of a crystal is defined up to a lattice vector \((1+\eta)\mathbf a\) divided by \(\Omega_\eta\). In \(\bar{\mathbf P}\) this becomes \(\mathbf a/\Omega\), which does not depend on strain. Hence \(Z_{sk}=\Omega\,\partial\bar P_k/\partial\eta_s\) has no ambiguity.

## First derivation: equilibrium and the chain rule

From \(B\varepsilon=1\) follows \(dB\,\varepsilon+B\,d\varepsilon=0\), so \(dB=-B\,d\varepsilon\,B\). Define

\[
\mathcal L[Y]_{ij}=-4\pi B_{il}Y_{lm}B_{mj}\;\to\;-\frac{4\pi}{n_i^2n_j^2}Y_{ij},
\]

the last form holding in principal axes, where \(\varepsilon_{ii}=n_i^2\). Then \(dB=\mathcal L[d\chi]\).

**Fixed strain.** The ions sit where \(\partial F/\partial u_a=0\). Differentiating this condition along the field gives \(K_{ab}\,du_b-Z_{ak}\,dE_k=0\). Normal modes \(U_{am}\) obey

\[
K_{ab}U_{bm}=\omega_m^2M_aU_{am},\qquad \sum_aM_aU_{am}U_{an}=\delta_{mn}
\]

(no sum over \(a\) or \(m\) in the first equation). Thus \(U^TKU\) is diagonal with entries \(\omega_m^2\), and inverting gives \((K^{-1})_{ab}=\sum_mU_{am}U_{bm}/\omega_m^2\). With the polarity \(p_{mk}=U_{am}Z_{ak}\),

\[
\frac{du_a}{dE_k}=\sum_m\frac{U_{am}\,p_{mk}}{\omega_m^2}.
\]

With the Raman susceptibility \(\alpha^m_{ij}=\sqrt\Omega\,(\partial\chi_{ij}/\partial u_a)U_{am}\), the chain rule gives, in principal axes,

\[
\boxed{r^\eta_{ijk}=-\frac{8\pi}{n_i^2n_j^2}\chi^{(2)}_{ijk}-\frac{4\pi}{\sqrt\Omega\,n_i^2n_j^2}\sum_m\frac{\alpha^m_{ij}\,p_{mk}}{\omega_m^2}}
\]

A mode contributes if it is both polar and Raman active. In a crystal with inversion symmetry the polar modes are odd and the Raman-active ones even, so every product vanishes, as does \(\chi^{(2)}\).

**Zero stress.** With the ions relaxed, \(B\) depends on \(\mathbf E\) and \(\eta\), so \(dB_{ij}=r^\eta_{ijk}dE_k+p^{\rm eo}_{ijs}d\eta_s\). Here \(p^{\rm eo}\) is the elasto-optic tensor. If \(d_{ks}=\partial\eta_s/\partial E_k\) at zero stress,

\[
\boxed{r^\sigma_{ijk}=r^\eta_{ijk}+p^{\rm eo}_{ijs}\,d_{ks}}
\]

In full strain indices the last term is \(\sum_{\mu\nu}p^{\rm eo}_{ij\mu\nu}d_{k\mu\nu}\): the two equal shear terms of this sum make up the factor 2 in \(2\eta_{xy}\).

Both new factors contain ionic relaxation. The ions now obey \(K_{ab}du_b+K_{as}d\eta_s=Z_{ak}dE_k\). At zero field this means \(du=-K_{uu}^{-1}K_{u\eta}\,d\eta\), where the subscripts \(u,\eta\) denote blocks, so

\[
p^{\rm eo}=\mathcal L\!\left[\chi_\eta-\chi_uK_{uu}^{-1}K_{u\eta}\right],
\]

with \(\chi_u,\chi_\eta\) the partial derivatives of \(\chi\). Zero stress requires \(K_{\eta u}du+K_{\eta\eta}d\eta=Z_\eta dE\). Inserting \(du=K_{uu}^{-1}(Z_udE-K_{u\eta}d\eta)\) gives

\[
\underbrace{(K_{\eta\eta}-K_{\eta u}K_{uu}^{-1}K_{u\eta})}_{\tilde C}\,d\eta=\underbrace{(Z_\eta-K_{\eta u}K_{uu}^{-1}Z_u)}_{\tilde Z}\,dE ,
\]

and \(d_{ks}=(\tilde C^{-1}\tilde Z)_{sk}\). Here \(\tilde C\) and \(\tilde Z\) are the relaxed stiffness and piezoelectric charge, each multiplied by \(\Omega\).

**A cubic case.** In a zincblende-type crystal with two ions of charges \(\pm Z^*\), let \(u\) be their relative displacement and \(M\) their reduced mass. A field along \(z\) gives \(u_z=Z^*E_z/(M\omega^2)\), with \(\omega\) the transverse frequency. Thus

\[
r^\eta_{xyz}=-\frac{4\pi}{n^4}\left[2\chi^{(2)}_{xyz}+\frac{\partial\chi_{xy}}{\partial u_z}\frac{Z^*}{M\omega^2}\right].
\]

Zero stress adds the \(xy\) shear: \(p^{\rm eo}_{xy,s}d_{zs}\) with \(\eta_s=2\eta_{xy}\).

## Second derivation: mixing of two fields

Now apply a slow field \(\mathbf E^0\cos\nu t\) and a weak optical field \(\mathbf e\cos\omega t\) together, and ask for the polarization near the optical frequency. Give each coordinate an inertia matrix \(W\), so that

\[
W\ddot X+KX=Z\,\mathbf E(t)+\text{nonlinear forces}.
\]

For ions \(W\) holds the masses. For uniform strain it is the inertia of the whole sample per cell: displacements grow with distance from the fixed point, so this inertia grows as the square of the sample length.

A force at frequency \(\omega\), or at \(\omega\pm\nu\), gives a displacement of order \(1/\omega^2\). It is dropped, since \(\omega\) is far above all mechanical frequencies. What remains, to first order in \(\mathbf E^0\), is the slow motion

\[
X(t)=(K-\nu^2W)^{-1}Z\,\mathbf E^0\cos\nu t .
\]

In the polarization, keep terms proportional to \(\mathbf e\) and at most linear in \(\mathbf E^0\). The product \(\chi^{(2)}_{ijk}E_jE_k\) has two equal cross terms, so

\[
P_i\to\left[\chi_{ij}+2\chi^{(2)}_{ijk}E^0_k\cos\nu t+\frac{\partial\chi_{ij}}{\partial X_A}X_A(t)\right]e_j\cos\omega t .
\]

The bracket is the slowly modulated optical susceptibility. Hence

\[
r(\nu)=\mathcal L\!\left[2\chi^{(2)}+\chi_X(K-\nu^2W)^{-1}Z\right].
\]

If \(\nu\) lies far above the lowest acoustic resonances of the sample, away from sharp overtones, and far below the optical phonons, the average strain cannot follow. The local strain need not vanish: in an undamped sample it is a standing wave about as large as the static strain, so the argument applies to light that averages over this wave, or to samples in which damping suppresses it. The ion block alone survives with \(\nu^2W\) negligible, and its mode expansion gives \(r^\eta\). If \(\nu\to0\), the full inverse of \(K\) acts. Write \(x,y\) for the ionic and strain response per unit field:

\[
K_{uu}x+K_{u\eta}y=Z_u,\qquad K_{\eta u}x+K_{\eta\eta}y=Z_\eta .
\]

The first equation gives \(x=K_{uu}^{-1}(Z_u-K_{u\eta}y)\); the second then gives \(y=\tilde C^{-1}\tilde Z\), the piezoelectric response. Therefore

\[
\chi_ux+\chi_\eta y=\chi_uK_{uu}^{-1}Z_u+\left(\chi_\eta-\chi_uK_{uu}^{-1}K_{u\eta}\right)y .
\]

After \(\mathcal L\) acts, the first term is the ionic part and the second is \(p^{\rm eo}d\). This is \(r^\sigma\) again.

## What each derivation assumes

The first derivation needs a stable equilibrium and differentiable response functions. It uses no equation of motion, and its masses cancel: they enter \(p\), \(\alpha^m\) and \(\omega_m^2\) but not \(K^{-1}\). It has to be told which variables are fixed. The second needs harmonic dynamics, a uniform strain coordinate and well-separated frequencies. In return it shows which tensor a modulation frequency selects. Near a resonance it would need damping, which is absent here.

Both stop at first order in the static field. Both use transverse modes, because the macroscopic field is the controlled variable. If a polar, Raman-active mode softens while its polarity and Raman susceptibility stay fixed, its term grows as \(1/\omega_m^2\) and the range of linear response shrinks. Both also assume that the crystal does not rotate. A small rotation with antisymmetric matrix \(w\) would add \(wB-Bw\) to \(dB\).

## Where the augmentation dipoles enter

PAW writes the all-electron orbital as

\[
|\psi\rangle=|\tilde\psi\rangle+\sum_i(|\phi_i\rangle-|\tilde\phi_i\rangle)\langle\beta_i|\tilde\psi\rangle ,
\]

with projectors \(\beta_i\). Suppose \(\tilde\psi=\sum_i\tilde\phi_i\langle\beta_i|\tilde\psi\rangle\) inside each sphere. Then \(\psi=\sum_i\phi_i\langle\beta_i|\tilde\psi\rangle\) there, and \(\psi=\tilde\psi\) outside. A local operator \(O\) thus becomes \(O+\sum|\beta_i\rangle(\langle\phi_i|O|\phi_j\rangle-\langle\tilde\phi_i|O|\tilde\phi_j\rangle)\langle\beta_j|\). The choice \(O=1\) gives the overlap \(S\) with augmentation charges \(q_{ij}\). The choice \(O=\mathbf r=\mathbf R+\boldsymbol\rho\), measured from the nucleus at \(\mathbf R\), gives

\[
\mathbf D=\mathbf r+\sum_{\mathbf R,ij}|\beta_i\rangle(\mathbf R\,q_{ij}+\mathbf d_{ij})\langle\beta_j| ,
\]

\[
\mathbf d_{ij}=\langle\phi_i|\boldsymbol\rho|\phi_j\rangle-\langle\tilde\phi_i|\boldsymbol\rho|\tilde\phi_j\rangle .
\]

The bold \(\mathbf d_{ij}\) is the augmentation dipole, distinct from the piezoelectric \(d_{ks}\). Ultrasoft pseudopotentials have the same structure, with \(q_{ij}\) and \(\mathbf d_{ij}\) the moments of their augmentation functions. Moving the origin by \(\mathbf c\) changes \(\mathbf D\) by \(-\mathbf cS\), which has no matrix element between different eigenstates; this requires the \(\mathbf Rq_{ij}\) term. In a periodic crystal one augments \(e^{-i\mathbf b\cdot\mathbf r}\) between neighbouring \(\mathbf k\)-points, which gives \(e^{-i\mathbf b\cdot\mathbf R}(q_{ij}-i\mathbf b\cdot\mathbf d_{ij})\) to first order in \(\mathbf b\) about the nucleus.

For two non-interacting electrons in one real orbital, let \(D\) be the component along the field. The electron charge is \(-1\), so \((H+ED)\psi=\lambda S\psi\). Expand in \(E\), choosing \(\langle\psi_0|S|\psi_1\rangle=0\). First order gives \(\lambda_1=D_{00}\) and

\[
(H-\lambda_0S)\psi_1=-(D-\lambda_1S)\psi_0,\qquad |\psi_1\rangle=-\sum_{n>0}\frac{D_{n0}}{\lambda^{(n)}-\lambda_0}|n\rangle ,
\]

where \(\lambda^{(n)}\) are the field-free levels. Projecting the second order on \(\psi_0\) gives \(\lambda_2=\langle\psi_0|D|\psi_1\rangle\). Projecting the third gives \(\lambda_3=\langle\psi_0|D-\lambda_1S|\psi_2\rangle=-\langle\psi_1|H-\lambda_0S|\psi_2\rangle\). The second-order equation \((H-\lambda_0S)\psi_2=-(D-\lambda_1S)\psi_1+\lambda_2S\psi_0\) turns this into

\[
\lambda_3=\langle\psi_1|D-\lambda_1S|\psi_1\rangle .
\]

The electronic enthalpy is \(2\lambda\) and \(\Omega P=-\partial F/\partial E\). Hence the cell polarizability is \(\alpha=\Omega\chi=-4\lambda_2\), and \(\chi^{(2)}=-(2\cdot6\lambda_3)/(2\Omega)=-6\lambda_3/\Omega\).

The ionic factors follow from the force in the field. Since \(\lambda\) is stationary in the orbital, only explicit derivatives remain:

\[
f_X=-2\langle\psi|H_X+ED_X-\lambda S_X|\psi\rangle+EZ_X^{\rm ion}+\text{field-free ion forces},
\]

with \(\langle\psi|S|\psi\rangle=1\). Because \(f_X=-\partial F/\partial X\), for an ion displacement its term linear in \(E\) has coefficient \(Z_X\) and its quadratic term has coefficient \(\tfrac12\partial\alpha/\partial X\). For an axial strain at fixed voltage, \(E=\bar E/(1+\eta)\) changes as well, and the cell dipole must be subtracted from the linear coefficient to obtain \(Z_\eta\). Here \(D_X\) includes the motion of the projectors that carry \(\mathbf d_{ij}\).

The field enters the electronic problem through the product \(E\mathbf D\). At fixed \(H\), \(S\) and interaction kernel, an electronic coefficient of order \(E^n\) is therefore homogeneous of degree \(n\) in \(\mathbf D\) and its derivatives. Multiplying each \(\mathbf d_{ij}\) by a number \(\zeta\) gives polynomials in \(\zeta\) of these degrees:

- \(\chi^{(2)}\): three.
- \(\chi\), hence \(\varepsilon\), and its ionic and strain derivatives, hence \(\alpha^m\): two.
- Ionic and piezoelectric charges, hence \(p_{mk}\) and \(d_{ks}\): one.
- \(\omega_m^2\) and the stiffness: zero.

The elasto-optic tensor has a degree-two numerator, but \(B\) on either side makes it a rational function of \(\zeta\). The zero in the last line refers to field vertices. In a self-consistent calculation the augmentation charge also has a dipole in the Hartree energy and kernel, and through these it influences every factor, phonon frequencies included.

## A worked cell

The model cell has hard walls, two ions of core charge \(+1\) in a neutral elastic framework, and two non-interacting electrons in one orbital. Other cells act through the macroscopic field alone. The partial waves are prescribed functions, complete for the chosen smooth functions. Only eight smooth functions are used, so the numbers below illustrate the formulas within this finite basis and are not converged values for the potential. A complete basis would give a polarizability of about 10.2 bohr³, and about 1.76 and 1.63 a.u. for the clamped and unclamped \(r\).

The polarizability is 11.11 bohr³ and the volume 210 bohr³, so \(\varepsilon=1+4\pi(11.11/210)=1.665\) and \(4\pi/\varepsilon^2=4.54\). With \(\chi^{(2)}=-0.2277\), the electronic part is \(-4.54\times2\times(-0.2277)=2.07\) a.u. For the lower mode,

\[
-\frac{4.54}{\sqrt{210}}\,\frac{(-7.795\times10^{-4})(-4.626\times10^{-3})}{(3.998\times10^{-3})^2}=-0.071 .
\]

The upper mode gives \(-0.054\), so \(r^\eta=2.065-0.124=1.941\) a.u., or 3.78 pm/V. For the strain, \(d=1.974/7.968=0.248\) and \(p^{\rm eo}d=-0.331\times0.248=-0.082\). Thus \(r^\sigma=1.859\) a.u., or 3.62 pm/V. In this cell both mechanical parts oppose the electronic one.

The Born charges are \(-0.54\) and \(1.15\) (about \(-0.60\) and \(1.29\) in a complete basis). The first is negative although the core is positive: the electronic contribution is \(-1.54\). Their sum is not zero because the walls stay fixed, so moving both ions is not a rigid translation.

Dropping \(\mathbf d_{ij}\) but keeping \(\mathbf Rq_{ij}\) changes the magnitude of \(\chi^{(2)}\) by 2.3%, and that of the electronic part of \(r\) by 4.1%, relative to the full values. The difference comes from the permittivity: \((1.6645/1.6498)^2=1.018\), and \(1.023\times1.018=1.041\). The ionic part grows in magnitude by 10%, the unclamped total by 4%. These percentages depend on the basis, the ionic one strongly: in a complete basis the changes are about 2.9% for \(\chi^{(2)}\), 4.8% for the electronic part, 4.6% for the ionic part and 5.2% for the unclamped total. They also depend on the prescribed partial waves.

Tests compared the PAW matrices with point-by-point all-electron functions, the force expansion with finite differences, and the assembled \(r\) with relaxation in a finite static field. They also confirmed the nonzero degrees listed above. A separate several-level system, with axes that are not principal, tested the full tensor formula; the largest error was about \(4\times10^{-6}\) of the largest tensor element. These tests concern the static limit, not the dependence on \(\nu\). The remaining values are in the numerical output below.

## Computed values

```
half length 3.5 bohr, area 30.0 bohr^2, volume 210.0 bohr^3
ion positions [-1.3  1.2] bohr, sphere radius 0.9 bohr
well depths [0.8 0.4] hartree, well width 1 bohr, core charges 1 and 1 e
partial-wave bumps (even, odd): ion 1 [0.5 0.9], ion 2 [0.3 0.6]
masses [20000. 60000.] electron masses
framework springs u1, u2 [1. 1.] hartree/bohr^2; strain 8.0 hartree
smooth functions 8, partial waves per ion 10
largest PAW minus direct matrix element 3.1e-14 a.u.
first excitation gap 0.39625 hartree
cell dipole at zero field: 1.44741 e bohr; without d_ij 1.45417
cell polarizability: 11.1051 bohr^3; without d_ij 10.8592
optical permittivity 1.66453; without d_ij 1.64981
chi2: -0.227698 a.u.; without d_ij -0.232957
Born charge ion 1: -0.541174 e; without d_ij -0.573895
d chi / d u1: -0.020861 1/bohr; without d_ij -0.0219978
Born charge ion 2: 1.15311 e; without d_ij 1.15699
d chi / d u2: 0.0139422 1/bohr; without d_ij 0.0146083
fixed-ion strain charge (volume * e): 1.91881 e bohr; without d_ij 1.90117
fixed-ion d chi / d eta: 0.0717327 (no unit); without d_ij 0.0704005
mode 1: omega 0.003998 hartree, polarity -4.62565e-03 a.u.,
   Raman -7.79493e-04 a.u., part of r -0.07060 a.u.
mode 2: omega 0.007028 hartree, polarity 3.92526e-03 a.u.,
   Raman 2.15456e-03 a.u., part of r -0.05359 a.u.
relaxed stiffness (volume * C) 7.96758 hartree
relaxed strain charge (volume * e) 1.97404 e bohr
relaxed elasto-optic p -0.33097 (no unit)
piezoelectric d 0.24776 a.u.
r electronic 2.06547 a.u.; without d_ij 2.15103
r ionic -0.12419 a.u.; without d_ij -0.13636
r piezoelectric part -0.08200 a.u.; without d_ij -0.08134
r fixed ions: assembled 2.06547 a.u., finite field 2.06545 a.u.
r clamped: assembled 1.94128 a.u., finite field 1.94126 a.u.
r unclamped: assembled 1.85928 a.u., finite field 1.85926 a.u.
r clamped without d_ij 2.01466 a.u.
r unclamped without d_ij 1.93332 a.u.
r clamped 3.7752 pm/V, unclamped 3.6157 pm/V
degree in d_ij: charges 1, chi 2, d chi 2, chi2 3
tensor test, largest relative errors (fixed ions, clamped, unclamped): 3.1e-06, 3.2e-06, 3.6e-06
```
